Why chemical bonding breaks Bragg additivity in Bethe stopping

A proton beam writes a pattern in an organic resist by passing energy to the electrons along its path. To predict the dose at a given depth one needs the stopping power S, the mean energy lost per unit path. For a compound it is tempting to add the contributions of the constituent atoms, each weighted by its abundance. This is Bragg additivity. A fast proton deals with electrons one collision at a time, and the film contains the same electrons as its separated atoms. Why should the sum fail at all?

The answer lies in the distant collisions. In these the electron responds as part of a bound system, and the energy it can accept depends on the binding. A harmonically bound electron shows how this enters, because its stopping can be summed over all its excited states.

**Energy loss in the Born approximation**

Let a heavy bare ion of charge Z1 and speed v excite a target system from its ground state to state n, at excitation energy E_n. Write C = e²/(4πε₀), let m be the electron mass, and let ħq be the momentum transferred. The ion is treated to first order in its interaction and its recoil energy is neglected, so energy conservation reads E_n = ħq·v. With the Fourier transform 4πZ1C/q² of the Coulomb potential, the golden-rule rate divided by the speed v gives the cross section

σ_n = (2π/ħv) ∫ d³q/(2π)³ (4πZ1C/q²)² |M_n(q)|² δ(E_n − ħq·v),

M_n(q) = ⟨n|Σ_j exp(iq·r_j)|0⟩.

The integral over the direction of q gives 2π/(ħqv), provided E_n ≤ ħqv. Collecting factors,

σ_n = (8πZ1²C²/ħ²v²) ∫ dq |M_n|²/q³.

Now use the recoil energy of a free electron at rest, Q = ħ²q²/(2m), for which dq/q³ = ħ² dQ/(4mQ²):

σ_n = (2πZ1²C²/mv²) ∫ dQ |M_n|²/Q².

The stopping power is the sum of E_n σ_n times the number density of systems. Define the generalized oscillator strength F_n(Q) = (E_n/Q)|M_n|². For one electron per system and electron density n_e,

S = K L, K = 4πZ1²C²n_e/(mv²),

L = ½ Σ_n ∫ (dQ/Q) F_n(Q), Q ≥ E_n²/(2mv²).

The lower limit is the condition E_n = ħqv written in terms of Q. It is the place where binding enters most directly: a stiffly bound electron cannot be excited by a gentle, distant collision.

**The oscillator**

Bind the electron isotropically with angular frequency ω. A momentum kick along x excites the x motion alone. In terms of ladder operators, x = √(ħ/2mω)(a + a†), and with X = Q/(ħω) the kick operator factorizes as

exp(iqx) = exp(−X/2) exp(i√X a†) exp(i√X a).

The right-hand factor leaves the ground state unchanged. The next one creates n quanta with amplitude (i√X)ⁿ/√n!. Hence |M_n|² = e^(−X) Xⁿ/n!, and since E_n = nħω,

F_n = (n/X)|M_n|² = e^(−X) X^(n−1)/(n−1)!.

Summed over n, these strengths give one at every X. Set ξ = 2mv²/(ħω). The lower limit becomes X = n²/ξ. The first level contributes

½ ∫ from 1/ξ to ∞ of e^(−X) dX/X ≈ ½(ln ξ − γ)

for large ξ, where γ is Euler's constant. For n ≥ 2 the integral converges at X = 0. If the lower limit may be ignored it equals

½ (n−2)!/(n−1)! = ½/(n−1).

The integrand is concentrated near X ≈ n, with width of order √n, so the lower limit is harmless while n²/ξ is below n, that is, for n below ξ. Higher levels are cut off. The rounded edge covers a number of levels of order √ξ, each contributing an amount of order 1/ξ, so its effect vanishes as ξ grows. The levels from 2 to ξ therefore give ½(ln ξ + γ), and

L → ½(ln ξ − γ) + ½(ln ξ + γ) = ln(2mv²/ħω).

Half of the logarithm comes from the first level, excited by distant collisions, and half from the ladder of higher levels, which close collisions reach.

At ξ = 1600, numerical summation over levels gives L = 7.3759, against ln ξ = 7.3778. The difference times ξ is 3.008. In this model the next term is thus close to −3/ξ. Since the ground state has mean square electron speed ⟨v_e²⟩ = 3ħω/(2m), that term equals −⟨v_e²⟩/v². It is the first shell correction, due to the motion of the bound electron.

**From one frequency to a real spectrum**

A molecule has many excitation energies. What survives is the sum rule. For N electrons with ρ = Σ_j exp(iqx_j), potentials that depend on position alone commute with ρ, and the kinetic energy gives

[H, ρ] = Σ_j exp(iqx_j)(ħq p_j/m + Q),

[ρ†, [H, ρ]] = N ħ²q²/m = 2NQ.

In the ground state the double commutator has the expectation value Σ E_n|⟨n|ρ|0⟩|² + Σ E_n|⟨n|ρ†|0⟩|². The two sums are equal when the system is symmetric under time reversal, so each is NQ. Per electron, Σ F_n(Q) = 1 for any bonding.

Divide the Q integral at a small value Q1 that still lies above the lower limits of the important transitions. Below Q1, F_n is the dipole strength f_n = 2mE_n|⟨n|Σ_j x_j|0⟩|²/(Nħ²), averaged over directions if needed. This part of L is

½ Σ f_n ln(2mv²Q1/E_n²) = ½ ln(2mv²Q1) − Σ f_n ln E_n.

Above Q1 use the sum rule. In hard collisions the electron is nearly free, E ≈ Q, and Q ≥ Q²/(2mv²) gives the upper limit Q = 2mv². This part is ½ ln(2mv²/Q1). In the sum Q1 disappears:

L = ln(2mv²/I), ln I = Σ f_n ln E_n.

This is Bethe's result at leading order for high speed. The mean excitation energy I is a logarithmic mean weighted by strength. Bonding can change it without moving any level: if a strength δ passes from a line at E_1 to one at E_2, ln I rises by δ ln(E_2/E_1). The phrase "bonding changes excitation energies" therefore has to include changes of strength.

**What is left after subtracting the Bragg sum**

Compare film and Bragg reference at the same electron density and ion speed, so that K is the same. Let valence electrons be a fraction w of the total, with log-mean energy I_v in the compound and I_vB in the reference. Let the core contribution L_c, whatever its value, carry over unchanged. Then

S = K[w ln(2mv²/I_v) + (1−w)L_c],

S_B = K[w ln(2mv²/I_vB) + (1−w)L_c],

S − S_B = −K w ln(I_v/I_vB).

The speed has left the logarithm, and the core has cancelled. The core need not be in the Bethe regime for the difference to hold; it must merely be the same in both. If strength moves between core and valence, w is no longer fixed and one must return to the total, S − S_B = −K ln(I/I_B), which requires the Bethe regime for the core as well.

A stiffer valence spectrum lowers the stopping, a softer one raises it. The absolute departure falls as 1/v², like K. The relative departure, −w ln(I_v/I_vB)/L_B, falls more slowly, as the inverse of the Bragg stopping number L_B. At a given L_B and valence shift it is proportional to w, so a target whose electrons are mostly core electrons hides its chemistry well.

**How a bond moves the spectrum**

The oscillator takes ω as given. To see a bond change the spectrum, consider two interacting electrons on a line, attracted by two fixed nuclei. In Rydberg units (lengths in Bohr, energies in Ry, kinetic energy p²) each nucleus supplies −2/√(x²+1), where x is the distance to it, and the electrons repel with 2/√((x₁−x₂)²+1). The nuclei repel with 2/√(R²+1) at separation R. The ground state was computed on a grid of spacing 0.4 Bohr from −16 to 16 Bohr, without a mean-field approximation. A Lanczos recursion started from (x₁+x₂) acting on the ground state then gives the dipole spectrum.

The separate atom has a log-mean excitation energy of 0.858 Ry. The energy of the molecule is lowest at R = 1.60 Bohr, where it is bound by 0.226 Ry. There the log mean is 0.903 Ry, a change in ln I of +0.05. The lowest dipole line rises from 0.790 to 0.832 Ry, while its strength per electron falls from 0.868 to 0.833. Energies and strengths both move; the total strength per electron stays at one.

The sign is not a law of bonding. With the nuclei held at R = 3 Bohr, the log mean drops to 0.667 Ry, a change of −0.25. A plausible reason, offered as a conjecture, is that the electrons can then move between the centres at low energy cost.

At R = 10 Bohr the change is only −0.006, and its size can be understood. Replace each atom by an oscillator, H = p² + Ω²x²/4, with Ω in Ry. Two dipoles on a common line interact through −4x₁x₂/R³, since e² = 2 in these units. The light couples to the joint coordinate Y = (x₁+x₂)/√2, for which the interaction contributes −2Y²/R³. Hence

Ω_Y² = Ω² − 8/R³, ln(Ω_Y/Ω) ≈ −4/(R³Ω²).

With Ω = 0.858 Ry this is −0.005, close to the computed value. What remains at this distance is mostly the coupling of dipoles.

This molecule responds along its axis alone. It shows a mechanism and provides no value for a resist.

**Condensation does the same thing**

Dipole coupling also acts when molecules condense, here with the opposite sign: the pair above softened along its axis, whereas the mode that matters in a dense medium stiffens. In a dense medium a passing charge loses energy to longitudinal modes, for which the displacement field vanishes and E = −P/ε₀. With the local field of an isotropic or cubic arrangement,

E_loc = E + P/(3ε₀) = −2P/(3ε₀).

For valence density n_v and displacement x, P = −n_v e x. The extra force −eE_loc is therefore −(2/3)n_v e²x/ε₀, which stiffens the oscillator:

Ω² = ω₀² + (2/3)ω_p², ω_p² = n_v e²/(ε₀m).

A Bragg sum made from gas data thus differs from the stopping of a solid film even if each molecule keeps its own spectrum. To assign a departure to chemistry, reference and compound must be in comparable phases, or the phase shift must be counted separately.

**Protons in a resist**

Take 400 electrons per nm³, 75 % of them valence electrons, with log-mean energies of 35 eV for the valence part and 500 eV for the core. Let bonding raise the valence value by 10 %. All these are chosen round values. The Bragg mean is

I_B = exp(0.75 ln 35 + 0.25 ln 500) = 68.0 eV,

and the bonded value is 68.0 × 1.10^0.75 = 73.1 eV. A 2 MeV proton, its speed taken from relativistic kinematics, has 2mv² = 4343 eV and K = 4.80 eV/nm. Therefore

S_B = 4.80 ln(4343/68.0) = 19.9 eV/nm,

S − S_B = −4.80 × 0.75 × ln 1.10 = −0.34 eV/nm.

The departure is −1.7 % of the Bragg value. A 10 % change in valence energy has been reduced first by the valence fraction, to 0.0715 in ln I, and then by L_B = 4.16. At 1 MeV, K is 9.58 eV/nm and the departure doubles to −0.69 eV/nm, but S_B has also risen, to 33.2 eV/nm, and the relative departure is −2.1 %.

The path covered in slowing from 2 to 1 MeV is the integral of dE/S. Evaluated numerically, it is 40.3 μm with the Bragg value and 41.1 μm with the bonded one. The difference of 0.76 μm is a length along the path, not a shift of the final depth. These lengths use the logarithm down to 1 MeV, where the shell terms it omits are larger than at 2 MeV. With the oscillator sums of the next section in place of the logarithms, the paths become 42.0 and 42.8 μm, their difference 0.86 μm, and the relative departure at 1 MeV −2.3 %. The lengths are thus uncertain by several per cent and their difference by more than ten; they describe the formula and not a real film.

**How far the numbers can be trusted**

The total stopping and the departure from additivity have different errors. At 2 MeV, 2mv² is less than nine times the core energy, so the logarithm is a crude estimate for the core. Replacing both logarithms by full oscillator sums, one oscillator at 35 eV and one at 500 eV, lowers L by 0.13, or 3 % of L_B. That is more than the bond effect. Yet the change of L on bonding moves merely from −0.0715 to −0.0734, because the core part cancels. The small remainder agrees with the −3/ξ term: a rise of 3.5 eV in the valence energy adds −0.75 × 3 × 3.5/4343 = −0.002. This is the remainder for a single line shifted rigidly. The shell term follows the arithmetic mean of the energies, not the log mean, so a change in the breadth of the spectrum also enters: splitting the 35 eV line into equal lines at 17.5 and 70 eV keeps I_v but changes L by −0.005 at 2 MeV, and by about half the bond effect at 2mv² = 1000 eV.

Terms beyond the first Born order separate in a similar way. For close collisions the standard Bloch correction is −y² Σ 1/[k(k²+y²)], summed over k = 1, 2, 3 and so on, with y = Z1C/(ħv). The proton moves at 8.9 Bohr velocities, so y = 1/8.9 and the correction to L is −0.015. It does not contain I, so it cancels in the difference.

The Barkas correction, which changes sign with the ion's charge, does depend on binding. Its expansion parameter compares the ion's potential energy at the distance v/ω with mv²:

Z1Cω/(mv³) = 0.0018 for the valence electrons.

Its numerical factor and logarithm are not derived here. With an allowance of a factor 20, the correction for the valence electrons would be 0.036. The core part is again taken to carry over unchanged. If the valence part scales roughly with ω, a 10 % shift changes it by about 0.004 per valence electron, or 0.003 in L after weighting by w, some 4 % of the bonding change.

The composition and valence fraction are in the rough regime of PMMA, C₅H₈O₂, in which 40 of 54 electrons are valence electrons. The single core and valence energies are simplifications, and the 10 % bond shift is an assumption, not a property of PMMA. A further assumption is that the reference data belong to the same phase as the film. The valence density of 300 per nm³ gives ħω_p = 20.3 eV. A single mode at 35 eV would then move on condensation to

√(35² + (2/3)20.3²) = 38.7 eV.

Its logarithmic shift, 0.10, is as large as the assumed bond shift and would change L by −0.076. With gas-phase reference data, the departure could therefore be about twice the value found above. A real valence spectrum is broad, so this single-mode figure is an estimate of scale.

Exposure also breaks bonds and can drive out volatile fragments, so both I_v and the density may drift while the pattern is written. At fixed I, S is proportional to electron density, and a 1.7 % density error would be as large as the bonding effect at 2 MeV. A departure of this size in the loss per unit path can be assigned to bonding only if the density is known better than that. If the loss is instead referred to the film's mass per unit area, that mass must be known equally well.

At lower speed the law eventually fails. When 2mv² approaches the valence energies, the logarithm tends to zero and then turns negative, whereas the Born sum has only positive terms. The valence electrons then no longer give a common ln v² that cancels between film and reference, and a shift of the log-mean energy is in general not enough to fix the departure: two spectra with the same log mean can have different stopping. The full distribution of strength over energy and recoil is needed, and at such low speeds the first Born approximation itself becomes doubtful.
